# Bounding the static structure factor of the electron gas by Cauchy-Schwarz: a program that tests the result

```python
"""
Result under test: for the uniform electron gas at T = 0,
    S(q)^2 <= M(-1) * M(1) = [-chi(q,0)/(2 n)] * [q^2/2]   (Hartree atomic units)
S(q,w): dynamic structure factor per electron, M(j): its j-th frequency moment,
S(q) = M(0), chi: density response, n: density, B: square root of the right side,
R = S/B.  Free gas and RPA are tested, and two interacting electrons on a ring.
Scaled variables: Q = q/kF, energies in units of kF^2 hartree, a = Q/2,
lam = 4/(pi kF) = (Thomas-Fermi wave number / kF)^2; lam = 0 is the free gas.
Scaled response X = chi * pi^2/kF.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def gauss(lo, hi, count):
    t, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (hi - lo) * t + 0.5 * (hi + lo), 0.5 * (hi - lo) * w


# ---------- two interacting electrons on a ring: exact spectrum ----------
def ring_test(q=1, pmax=8, strength=2.0, field=1e-4):
    p = np.arange(-pmax, pmax + 1)
    p1, p2 = [m.ravel() for m in np.meshgrid(p, p, indexing="ij")]
    transfer = p1[:, None] - p1[None, :]
    same_total = (p1 + p2)[:, None] == (p1 + p2)[None, :]
    ham = np.where(same_total, strength * np.exp(-transfer**2 / 4.0), 0.0)
    ham = ham + np.diag((p1**2 + p2**2) / 2.0)
    shift, one = np.eye(len(p), k=q), np.eye(len(p))
    rho = np.kron(shift, one) + np.kron(one, shift)
    energy, vec = np.linalg.eigh(ham)
    weight = (vec.T @ (rho @ vec[:, 0]))**2 / 2.0
    omega = energy - energy[0]
    assert weight[0] < 1e-16
    m_inv, m_zero, m_one = [np.sum(weight[1:] * omega[1:]**j)
                            for j in (-1.0, 0.0, 1.0)]
    ground = np.linalg.eigh(ham + field * (rho + rho.T))[1][:, 0]
    response = ground @ rho @ ground / field      # volume times chi(q,0)
    assert abs(m_inv + response / 4.0) < 1e-6     # -chi/(2n), two electrons
    assert abs(m_one - q**2 / 2.0) < 1e-6
    direct = np.sum((rho @ vec[:, 0])**2) / 2.0   # S(q) as an expectation value
    assert abs(direct - m_zero) < 1e-10
    bound = np.sqrt(-response / 4.0 * q**2 / 2.0)
    assert direct < bound
    return direct, bound


# ---------- free gas from its definition: sum over allowed pairs ----------
def pair_spectrum(Q):
    """Pair energies and weights: k inside, k+q outside the Fermi sphere."""
    cuts = [-Q / 2, 1 - Q, 1.0] if Q < 2 else [-1.0, 1.0]
    parts = [gauss(lo, hi, 80) for lo, hi in zip(cuts[:-1], cuts[1:])]
    kz = np.concatenate([part[0] for part in parts])
    wt = np.concatenate([part[1] for part in parts])
    area = np.maximum(0, 1 - kz**2) - np.maximum(0, 1 - (kz + Q)**2)
    return Q * kz + Q**2 / 2, 0.75 * wt * area


def pair_moments(Q):
    omega, weight = pair_spectrum(Q)
    return [np.sum(weight * omega**j) for j in (-1.0, 0.0, 1.0)]


# ---------- closed forms ----------
def s_free(Q):
    return 0.75 * Q - Q**3 / 16 if Q < 2 else 1.0


def static_f(Q):
    a = Q / 2
    if abs(a - 1) < 1e-12:
        return 0.5
    return 0.5 + (1 - a * a) / (2 * a) * np.arctanh(min(a, 1 / a))


def static_x(Q, lam):
    f = static_f(Q)
    return -f / (1 + lam * f / Q**2)


def bound(Q, lam):
    return np.sqrt(-1.5 * static_x(Q, lam) * Q**2 / 2)


def psi(z):
    z = np.asarray(z, dtype=complex)
    far = np.abs(z) > 6
    zn = np.where(far, 2j, z)
    near_value = zn / 2 + (1 - zn**2) / 4 * np.log((zn + 1) / (zn - 1))
    inv = 1 / np.where(far, z, 10.0)
    far_value = sum(inv**(2 * k + 1) / ((2 * k + 1) * (2 * k + 3))
                    for k in range(13))
    return np.where(far, far_value, near_value)


def x_free(Q, w):
    """Scaled Lindhard response at complex scaled frequency w."""
    return (psi(w / Q - Q / 2) - psi(w / Q + Q / 2)) / Q


# ---------- S(q) by integration along the imaginary frequency axis ----------
Y_MAX = 1e5
panel_edges = np.concatenate([[0.0], np.geomspace(1e-6, Y_MAX, 45)])
panels = [gauss(lo, hi, 16) for lo, hi in zip(panel_edges[:-1], panel_edges[1:])]
Y_NODE = np.concatenate([part[0] for part in panels])
Y_WEIGHT = np.concatenate([part[1] for part in panels])


def s_imag(Q, lam):
    x0 = x_free(Q, 1j * Q * Y_NODE).real
    x = x0 / (1 - lam * x0 / Q**2)
    tail = Q / (np.pi * Y_MAX)
    return -3 / np.pi * Q * np.sum(Y_WEIGHT * x) + tail


def ratio(Q, lam):
    return s_imag(Q, lam) / bound(Q, lam)


# ---------- RPA moments from the real-frequency spectrum ----------
def eps_real(Q, w, lam):
    return float((1 - lam * x_free(Q, w + 0j) / Q**2).real)


def edge_eps(Q, lam):
    return eps_real(Q, (Q + Q**2 / 2) * (1 + 1e-10), lam)


def real_axis(Q, lam):
    """Continuum moments, plasmon moments, plasmon energy (0 if none)."""
    kink, top = abs(Q - Q**2 / 2), Q + Q**2 / 2
    cuts = [0.0, kink, top] if Q < 2 else [kink, top]
    t, wt = gauss(0, 1, 400)
    continuum = np.zeros(3)
    for lo, hi in zip(cuts[:-1], cuts[1:]):
        w = lo + (hi - lo) * t**2 * (3 - 2 * t)
        dw = wt * (hi - lo) * 6 * t * (1 - t)
        x0 = (psi(w / Q - Q / 2 + 1e-14j) - psi(w / Q + Q / 2 + 1e-14j)) / Q
        spec = -3 / np.pi * (x0 / (1 - lam * x0 / Q**2)).imag
        assert spec.min() > -1e-10
        continuum += [np.sum(dw * spec * w**j) for j in (-1.0, 0.0, 1.0)]
    plasmon, w_pl = np.zeros(3), 0.0
    if edge_eps(Q, lam) < 0:
        w_pl = brentq(lambda w: eps_real(Q, w, lam), top * (1 + 1e-10),
                      top + 10, xtol=1e-14)
        h = 1e-5
        slope = (eps_real(Q, w_pl + h, lam) - eps_real(Q, w_pl - h, lam)) / (2 * h)
        plasmon = 3 * Q**2 / (lam * slope) * np.array([1 / w_pl, 1.0, w_pl])
    return continuum, plasmon, w_pl


# ================= tests =================
ring_s, ring_b = ring_test()

for Q in (0.5, 1.0, 2.0, 3.0):
    m_inv, m_zero, m_one = pair_moments(Q)
    assert abs(m_inv - 1.5 * static_f(Q)) < 1e-8
    assert abs(m_zero - s_free(Q)) < 1e-10
    assert abs(m_one - Q**2 / 2) < 1e-10
    assert abs(s_imag(Q, 0.0) - s_free(Q)) < 1e-7
    omega, weight = pair_spectrum(Q)
    for u in (0.3, 2.0):
        explicit = -2 / 3 * np.sum(weight * omega / (omega**2 + u**2))
        assert abs(explicit - complex(x_free(Q, 1j * u)).real) < 1e-8
    spread = (omega[:, None] - omega)**2 / (omega[:, None] * omega)
    gap = 0.5 * weight @ spread @ weight
    assert abs(gap - (bound(Q, 0.0)**2 - s_free(Q)**2)) < 1e-7

tiny = pair_moments(1e-3)
free_limit = tiny[1] / np.sqrt(tiny[0] * tiny[2])
assert abs(free_limit - np.sqrt(3) / 2) < 1e-5
big = pair_moments(20.0)
free_tail = (np.sqrt(big[0] * big[2]) - 1) * 20.0**2
assert abs(free_tail - 0.4) < 3e-3        # next term is of relative order 1/Q^2

rs = 2.0
kf = (9 * np.pi / 4)**(1 / 3) / rs
density = 3 / (4 * np.pi * rs**3)
omega_p = np.sqrt(4 * np.pi * density)
lam = 4 / (np.pi * kf)
unit = kf**2

for Q in (0.5, 1.0, 3.0):
    cont, plas, _ = real_axis(Q, lam)
    total = cont + plas
    assert abs(total[0] + 1.5 * static_x(Q, lam)) < 1e-6
    assert abs(total[1] - s_imag(Q, lam)) < 1e-6
    assert abs(total[2] - Q**2 / 2) < 1e-6

wp_scaled = omega_p / unit
assert abs(bound(0.005, lam) / (0.005**2 / (2 * wp_scaled)) - 1) < 1e-4
slopes = [(1 - ratio(Q, lam)) / (Q / wp_scaled)**2 for Q in (0.005, 0.01)]
slope_limit = 2 * slopes[0] - slopes[1]   # removes the term linear in q
assert abs(slope_limit - 2 / 15) < 5e-4
rpa_tail = (1 - ratio(20.0, lam)) * 20.0**2
assert abs(rpa_tail - 0.4) < 1e-2         # next term is of relative order 1/Q^2
shift_s = (s_imag(20.0, lam) - s_imag(20.0, 0.0)) * 20.0**4
shift_b = (bound(20.0, lam) - bound(20.0, 0.0)) * 20.0**4
assert abs(shift_s / shift_b - 1) < 0.03  # equal leading large-Q shifts
assert s_free(0.5) > bound(0.5, lam)      # mismatched S and chi break the bound

grid = np.arange(0.05, 6.01, 0.05)
minima = []
for radius in (0.0, 1.0, 2.0, 5.0, 10.0):
    coupling = 4 * radius / (np.pi * (9 * np.pi / 4)**(1 / 3))
    values = np.array([ratio(Q, coupling) for Q in grid])
    assert values.max() < 1
    start = grid[values.argmin()]
    best = minimize_scalar(lambda Q: ratio(Q, coupling), method="bounded",
                           bounds=(max(0.02, start - 0.05), start + 0.05))
    minima.append((radius, best.x, best.fun))

# ================= printed numbers =================
print(f"ring, 2 electrons, q=1: S = {ring_s:.5f}, B = {ring_b:.5f}, "
      f"R = {ring_s / ring_b:.5f} (dimensionless)")
print(f"r_s = {rs:.1f} bohr")
print(f"k_F = {kf:.5f} 1/bohr")
print(f"density n = {density:.6f} 1/bohr^3")
print(f"plasma energy = {omega_p:.5f} hartree = {omega_p * HARTREE_EV:.3f} eV")
print(f"(k_TF/k_F)^2 = {lam:.5f} (dimensionless)")
print("example at q = k_F:")
for name, c in (("free", 0.0), ("RPA", lam)):
    chi = static_x(1.0, c) * kf / np.pi**2
    m_inv, s, m_one = -chi / (2 * density), s_imag(1.0, c), kf**2 / 2
    print(f" {name}: chi(q,0) = {chi:.6f} 1/(hartree bohr^3)")
    print(f" {name}: M(-1) = {m_inv:.5f} 1/hartree, M(1) = {m_one:.5f} hartree")
    print(f" {name}: S = {s:.5f}, B = {np.sqrt(m_inv * m_one):.5f}, "
          f"R = {s / np.sqrt(m_inv * m_one):.5f} (dimensionless)")
    print(f" {name}: M1/M0 = {m_one / s:.5f} hartree, "
          f"M0/M(-1) = {s / m_inv:.5f} hartree")
cont, plas, w_pl = real_axis(0.5, lam)
share = plas / (cont + plas)
print(f"RPA plasmon at q = 0.5 k_F: {w_pl * unit:.5f} hartree")
print(f"plasmon share of M(-1), M0, M1 at 0.5 k_F: {share[0]:.4f}, "
      f"{share[1]:.4f}, {share[2]:.4f} (fraction)")
q_c = brentq(lambda Q: edge_eps(Q, lam), 0.1, 2.0)
print(f"plasmon meets pair continuum at q/k_F = {q_c:.4f}")
print("table, r_s = 2, all dimensionless:")
for Q in (0.25, 0.5, 1.0, 1.5, 2.0, 3.0, 4.0):
    print(f" q/k_F={Q:.2f} free S={s_free(Q):.4f} B={bound(Q, 0.0):.4f} "
          f"R={s_free(Q) / bound(Q, 0.0):.4f} | RPA S={s_imag(Q, lam):.4f} "
          f"B={bound(Q, lam):.4f} R={ratio(Q, lam):.4f}")
print(f"mismatch at 0.5 k_F: free S / RPA B = "
      f"{s_free(0.5) / bound(0.5, lam):.4f} (dimensionless)")
for radius, where, value in minima:
    name = "free gas" if radius == 0 else f"RPA r_s={radius:.0f} bohr"
    print(f"minimum of R, {name}: {value:.4f} at q/k_F = {where:.3f}")
print(f"free R at q/k_F = 0.001: {free_limit:.6f}; sqrt(3)/2 = {np.sqrt(3) / 2:.6f}")
print(f"free (B-1)(q/k_F)^2 at q/k_F = 20: {free_tail:.4f}; limit {2 / 5:.4f}")
print(f"RPA (1-R)(q/k_F)^2 at q/k_F = 20: {rpa_tail:.4f}; limit {2 / 5:.4f}")
print(f"RPA (1-R)/x at q/k_F = 0.005, 0.01: {slopes[0]:.5f}, {slopes[1]:.5f}")
print(f"extrapolated to q = 0: {slope_limit:.5f}; 2/15 = {2 / 15:.5f}")
print("finished without a failed check")
```

Printed output:

```
ring, 2 electrons, q=1: S = 0.32217, B = 0.32229, R = 0.99964 (dimensionless)
r_s = 2.0 bohr
k_F = 0.95958 1/bohr
density n = 0.029842 1/bohr^3
plasma energy = 0.61237 hartree = 16.664 eV
(k_TF/k_F)^2 = 1.32687 (dimensionless)
example at q = k_F:
 free: chi(q,0) = -0.088668 1/(hartree bohr^3)
 free: M(-1) = 1.48564 1/hartree, M(1) = 0.46040 hartree
 free: S = 0.68750, B = 0.82703, R = 0.83128 (dimensionless)
 free: M1/M0 = 0.66967 hartree, M0/M(-1) = 0.46276 hartree
 RPA: chi(q,0) = -0.040120 1/(hartree bohr^3)
 RPA: M(-1) = 0.67221 1/hartree, M(1) = 0.46040 hartree
 RPA: S = 0.49660, B = 0.55631, R = 0.89266 (dimensionless)
 RPA: M1/M0 = 0.92710 hartree, M0/M(-1) = 0.73875 hartree
RPA plasmon at q = 0.5 k_F: 0.72841 hartree
plasmon share of M(-1), M0, M1 at 0.5 k_F: 0.8061, 0.9170, 0.9564 (fraction)
plasmon meets pair continuum at q/k_F = 0.7290
table, r_s = 2, all dimensionless:
 q/k_F=0.25 free S=0.1865 B=0.2159 R=0.8638 | RPA S=0.0453 B=0.0459 R=0.9861
 q/k_F=0.50 free S=0.3672 B=0.4284 R=0.8571 | RPA S=0.1648 B=0.1721 R=0.9575
 q/k_F=1.00 free S=0.6875 B=0.8270 R=0.8313 | RPA S=0.4966 B=0.5563 R=0.8927
 q/k_F=1.50 free S=0.9141 B=1.1501 R=0.7948 | RPA S=0.7909 B=0.9511 R=0.8315
 q/k_F=2.00 free S=1.0000 B=1.2247 R=0.8165 | RPA S=0.9425 B=1.1343 R=0.8309
 q/k_F=3.00 free S=1.0000 B=1.0544 R=0.9484 | RPA S=0.9887 B=1.0418 R=0.9490
 q/k_F=4.00 free S=1.0000 B=1.0277 R=0.9730 | RPA S=0.9965 B=1.0240 R=0.9731
mismatch at 0.5 k_F: free S / RPA B = 2.1333 (dimensionless)
minimum of R, free gas: 0.7809 at q/k_F = 1.794
minimum of R, RPA r_s=1 bohr: 0.7943 at q/k_F = 1.828
minimum of R, RPA r_s=2 bohr: 0.8054 at q/k_F = 1.849
minimum of R, RPA r_s=5 bohr: 0.8304 at q/k_F = 1.884
minimum of R, RPA r_s=10 bohr: 0.8579 at q/k_F = 1.912
free R at q/k_F = 0.001: 0.866025; sqrt(3)/2 = 0.866025
free (B-1)(q/k_F)^2 at q/k_F = 20: 0.4015; limit 0.4000
RPA (1-R)(q/k_F)^2 at q/k_F = 20: 0.4011; limit 0.4000
RPA (1-R)/x at q/k_F = 0.005, 0.01: 0.13247, 0.13162
extrapolated to q = 0: 0.13331; 2/15 = 0.13333
finished without a failed check
```
